# Norm conservation and exterior amplitudes in the Hamann–Schlüter–Chiang conditions

**Q.** What exactly does a norm-conserving pseudopotential have to satisfy? I hear four conditions quoted, and I suspect that some of them repeat each other.

**A.** Take an atom in a nonrelativistic, spherical mean-field description whose potential is local, acting by multiplication (Hartree–Fock exchange is not of this kind), and choose a reference configuration. In hartree atomic units, a valence state of angular momentum $l$ has a radial function $u(r)$, which is $r$ times the radial wave function and obeys

$$-\tfrac12u''+\left[V_u(r)+\frac{l(l+1)}{2r^2}\right]u=\varepsilon u,\qquad u(0)=0. \tag{1}$$

The pseudo-atom has its own potential $V_w$ and radial function $w$ in the same channel. Choose a core radius $r_c$ beyond the outermost node of $u$, and write

$$Q_f(R)=\int_0^R f^2\,dr,\qquad L_f(R)=\frac{f'(R)}{f(R)}$$

for the charge inside $R$ (in units of one electron's charge) and the logarithmic derivative, with $f=u$ or $w$. The four Hamann–Schlüter–Chiang conditions, imposed on each valence state, are:

1. The reference and pseudo eigenvalues are equal.
2. The radial functions agree, $w=u$, for $r\ge r_c$.
3. The charges agree, $Q_w(R)=Q_u(R)$, for $R\ge r_c$.
4. The logarithmic derivatives and their first energy derivatives agree at $E=\varepsilon$, for $R\ge r_c$.

**Q.** Then the third is redundant. If $w=u$ outside and each function holds one electron, the charge left for the inside is the same.

**A.** Yes, provided both functions are normalised to one over all space. The list is not a set of independent demands. To see what norm conservation adds, weaken the second condition: require only that the exterior functions have the same shape,

$$w(r)=c\,u(r),\qquad r\ge r_c, \tag{2}$$

with a constant $c$ still unknown. The question is then what fixes $c$.

**Q.** Before that, why should the exterior functions be proportional at all? The potentials differ inside $r_c$, and the functions arrive at $r_c$ by different routes.

**A.** Proportionality follows if the eigenvalues are equal and the potentials coincide outside $r_c$. Both functions then obey the same equation there,

$$u''=k\,u,\quad w''=k\,w,\qquad k(r)=2\left[V(r)+\frac{l(l+1)}{2r^2}-\varepsilon\right].$$

Differentiate the Wronskian. The two terms $w'u'$ cancel, and

$$(w'u-wu')'=w''u-wu''=kwu-kwu=0 .$$

So $w'u-wu'$ is constant for $r\ge r_c$. I assume that $V\to0$ at large $r$ and that $\varepsilon<0$. Both functions and their slopes then decay at infinity, so the constant is zero. Since $u$ has no node beyond $r_c$, we may divide by $u^2$:

$$\left(\frac wu\right)'=\frac{w'u-wu'}{u^2}=0 .$$

This is equation (2). The constant $c$ cannot vanish, because $w$ and $w'$ would then both be zero at $r_c$ and the radial equation would make $w$ zero everywhere. The overall sign of a wave function is free, so I take $u>0$ outside $r_c$ and $c>0$.

**Q.** Does it work backwards? If I impose the shape, do I get the potential?

**A.** Up to a constant. Solve each radial equation for its potential:

$$V_u-\varepsilon_u=\frac{u''}{2u}-\frac{l(l+1)}{2r^2},\qquad V_w-\varepsilon_w=\frac{w''}{2w}-\frac{l(l+1)}{2r^2}.$$

If $w=cu$, then $w''/w=u''/u$, and hence $V_w-\varepsilon_w=V_u-\varepsilon_u$ outside. Equal eigenvalues remove the remaining offset and give $V_w=V_u$ there. That is the role of the first condition: it fixes the zero of the pseudopotential. If both potentials are already known to vanish at large $r$, letting $r\to\infty$ in this relation gives $\varepsilon_w=\varepsilon_u$, so the first condition then follows from the exterior shape.

**Q.** If the shape is right, the logarithmic derivative is right too. Why is that not enough to make the amplitude right?

**A.** Because the amplitude cancels from it: $w'/w=cu'/(cu)=u'/u$. Matching $L$ at the eigenvalue is satisfied by every $c$. What connects $c$ to the interior is normalisation. Let

$$T(R)=\int_R^\infty u^2\,dr$$

be the reference charge outside $R$. For any $R\ge r_c$ the outer charge of $w$ is $c^2T(R)$, by equation (2). With unit norms,

$$Q_u(R)+T(R)=1,\qquad Q_w(R)+c^2T(R)=1 .$$

Subtract the first equation from the second and move the outer charges to the right:

$$Q_w(R)-Q_u(R)=(1-c^2)\,T(R),\qquad R\ge r_c. \tag{3}$$

At any finite $R\ge r_c$, $T(R)>0$, because $u$ does not vanish beyond $r_c$. If the inner charges agree, then $c^2=1$, and our sign choice gives $c=1$. Conversely, if $c=1$, the right side vanishes and the inner charges agree. This proves the equivalence.

**Q.** The third condition asks for equality at every $R\ge r_c$. You seem to have used a single radius.

**A.** One is sufficient. Equality at one radius forces $c=1$, and equation (3) then gives equality at all the others. The identity also says how an error appears. If $c>1$, the pseudo function has too much charge outside and too little inside; if $c<1$, the reverse. As $R\to\infty$ the charge difference tends to zero for any $c$, since both functions hold one electron in total. A small charge difference at a large radius is therefore weak evidence that the amplitudes agree.

**Q.** I can defeat this. Take a pseudo function with $c\ne1$ and divide it by $c$. Now it agrees with $u$ outside, yet its interior has not been repaired.

**A.** The function $w/c$ no longer has unit norm. Its total norm is $1/c^2$, and its inner charge is

$$\frac{Q_w}{c^2}=\frac{1-c^2T}{c^2}=\frac1{c^2}-T=Q_u+\left(\frac1{c^2}-1\right), \tag{4}$$

where the last step uses $T=1-Q_u$. The amplitude is right and the inner charge is wrong by $1/c^2-1$. So the equivalence is false if the norms are left free. For total norms $N_w$ and $N_u$ the same subtraction gives

$$Q_w-Q_u=(N_w-N_u)+(1-c^2)T,$$

and the first bracket must vanish for the argument to hold. For a bound orbital of a mean-field atom it does, because each such function represents one electron per occupied state.

**Q.** Perhaps $c\ne1$ never occurs in practice. Can you produce a smooth pseudo function with the right eigenvalue and shape but the wrong amplitude?

**A.** There is a whole family of them. Inside $r_c$, set

$$w=c\,u(r_c)\left(\frac r{r_c}\right)^{l+1}e^{g(r)},\qquad g=b_1y+b_2y^2+\gamma y^3,\qquad y=1-\frac{r^2}{r_c^2}. \tag{5}$$

At $r_c$ we have $y=0$ and $g=0$, so $w(r_c)=cu(r_c)$. To match the derivatives, write the reference function near $r_c$ as $u=r^{l+1}e^{s(r)}$. We need $g'=s'$ and $g''=s''$ at $r_c$. Since $y'=-2/r_c$ and $y''=-2/r_c^2$ there, the chain rule gives

$$g'(r_c)=-\frac{2b_1}{r_c},\qquad g''(r_c)=-\frac{2b_1}{r_c^2}+\frac{8b_2}{r_c^2}.$$

Solving for the coefficients, with $s'$ and $s''$ taken at $r_c$,

$$b_1=-\frac{r_cs'}2,\qquad b_2=\frac{r_c^2s''+2b_1}8=\frac{r_c^2s''-r_cs'}8 .$$

The term $\gamma y^3$ contributes nothing to these equations, because its first two derivatives with respect to $y$ vanish at $y=0$. Thus $\gamma$ changes the interior and leaves the matching alone.

**Q.** A function is not yet a potential. Is $w$ an eigenfunction of anything reasonable?

**A.** Invert its radial equation. From equation (5), $w'/w=(l+1)/r+g'$. Then

$$\frac{w''}w=\left(\frac{w'}w\right)'+\left(\frac{w'}w\right)^2
=\frac{l(l+1)}{r^2}+g''+g'^2+\frac{2(l+1)}rg',$$

because $-(l+1)+(l+1)^2=l(l+1)$. Half of the first term is the centrifugal term, which cancels, leaving

$$V_w=\varepsilon+\tfrac12\left[g''+g'^2+\frac{2(l+1)}rg'\right],\qquad r<r_c. \tag{6}$$

Since $g$ is a polynomial in $r^2$, $g'/r$ is finite at the origin, and so is $V_w$. Matching two derivatives makes $w''/w$ equal to $u''/u$ at $r_c$, so $V_w$ joins the exterior potential continuously. Its slope in general jumps at $r_c$, because the third derivative of $w$ is not matched; "smooth" here means two continuous derivatives. The function $w$ has no node for $r>0$, so it is the lowest state of its channel. Every $\gamma$ gives the same eigenvalue and exterior shape.

**Q.** Is one of them guaranteed to conserve the norm?

**A.** Yes, and within this family it is unique. Scale the function to match $u$ outside, as in your objection, and call its inner charge

$$F(\gamma)=u(r_c)^2\int_0^{r_c}\left(\frac r{r_c}\right)^{2l+2}e^{2g}\,dr .$$

Differentiating with respect to $\gamma$ brings down a factor $2y^3$, which is positive for $r<r_c$. So $F$ rises strictly. As $\gamma\to-\infty$ the integrand tends to zero at each $r<r_c$ and stays below its value at $\gamma=0$, so $F\to0$. As $\gamma\to+\infty$ the integrand grows without bound at each $r<r_c$, and so does $F$. Being continuous, $F$ passes through $Q_u(r_c)$ once.

The normalised function has $c^2[F+T(r_c)]=1$. With $T=1-Q_u$ this becomes

$$c^2=\frac1{1+F(\gamma)-Q_u(r_c)}. \tag{7}$$

Hence $c=1$ when $F=Q_u$. A smaller $\gamma$ gives $c>1$, and a larger one gives $c<1$.

**Q.** Show me numbers, preferably for a reference function we know exactly.

**A.** Take the nonrelativistic 2s state of hydrogen, with a fixed point nucleus:

$$u(r)=\frac1{\sqrt2}\,r\left(\frac r2-1\right)e^{-r/2},\qquad \varepsilon=-0.125\ \text{hartree}.$$

Its node is at 2 bohr. I choose $r_c=5$ bohr and keep the potential $-1/r$ outside. The 1s state plays the part of the core state, and the pseudopotential removes it. At $r_c$ the formula gives $u=0.43532\ \text{bohr}^{-1/2}$, and numerical quadrature of $u^2$ gives $Q_u=0.34895$ and $T=0.65105$.

For each $\gamma$, I diagonalised the radial Hamiltonian with the potential (6) by finite differences, with a spacing of 0.005 bohr, and normalised the lowest eigenvector. Its ratio to $u$ at $r_c$ is $c$. A root search on $F(\gamma)=Q_u$ supplied the middle value of $\gamma$.

| $\gamma$ | $c$ | $Q_w(r_c)$ | $Q_w-Q_u$ |
|---|---:|---:|---:|
| $-2$ | 1.0480 | 0.2849 | $-0.0640$ |
| $-0.42581$ | 1.0000 | 0.3489 | 0.0000 |
| $1$ | 0.8841 | 0.4911 | 0.1421 |

All three eigenvalues are $-0.125000$ hartree to the digits shown. For $\gamma=-2$, equation (3) reads

$$(1-1.0480^2)\times0.65105=-0.0983\times0.65105=-0.0640,$$

which is the difference found by summing the charge on the grid.

**Q.** Does the ratio stay at 1.0480 farther out, or did you pick a convenient point?

**A.** It is also 1.0480 at 7 and 10 bohr, as the Wronskian argument requires. The charge difference, in contrast, depends on the radius. At 7 bohr, $T=0.30331$, so equation (3) gives $-0.0983\times0.30331=-0.0298$, less than half its value at $r_c$. The amplitude error has not changed; less charge remains outside to reveal it.

Your rescaling trick can be followed too. For $\gamma=1$, dividing by $c$ gives agreement with $u$ outside, but the total norm becomes 1.279. The interior then holds $1.279-0.651=0.628$ electron instead of 0.349. The excess, 0.279, is $1/c^2-1$, as in equation (4).

**Q.** So far this is bookkeeping. Why should a solid or a molecule care how much charge sits inside $r_c$?

**A.** One reason is electrostatic. By Gauss's law, the field of a spherical charge cloud at radius $R$ is set by the charge inside $R$, so its magnitude is wrong by $|Q_w-Q_u|/R^2$ per electron. The other reason is scattering. When the atom is placed in a new environment, its valence states move to other energies, and the exterior solution meets the core through $L(E)$. The inner charge controls the slope of that function.

**Q.** That last claim needs a proof. $L$ is measured at the surface, and the charge is an integral over the interior.

**A.** Let $f(r;E)$ be the solution that is regular at the origin, for a potential that does not depend on energy and acts by multiplication in this channel. At a general energy $f$ need not decay at infinity. It obeys $f''=k f$, now with $E$ in place of $\varepsilon$ in $k$. Since $\partial k/\partial E=-2$, differentiation with respect to energy, denoted by a dot, gives

$$\dot f''=k\dot f-2f .$$

Therefore

$$(f\dot f'-\dot f f')'=f\dot f''-\dot f f''=f(k\dot f-2f)-\dot f\,kf=-2f^2 .$$

Integrate from 0 to $R$. The lower limit contributes nothing, since $f$ and $\dot f$ both vanish at the origin while their slopes stay finite. Divide by $f(R)^2$ and recognise the derivative of a quotient:

$$\frac{\partial L_f}{\partial E}=\frac{f\dot f'-\dot f f'}{f^2}\bigg|_R=-\frac{2Q_f(R)}{f(R)^2}. \tag{8}$$

The overall scale of $f$ cancels, so at $E=\varepsilon$ we may insert the normalised bound functions.

**Q.** Then the slope fixes the ratio of charge to squared amplitude, not the charge itself. Could two errors compensate?

**A.** Not if the norms are one. For the pseudo function insert $Q_w=1-c^2T$ and $w(R)^2=c^2u(R)^2$; for the reference insert $Q_u=1-T$:

$$\frac{\partial L_w}{\partial E}-\frac{\partial L_u}{\partial E}
=-\frac2{u(R)^2}\left[\frac{1-c^2T}{c^2}-(1-T)\right]
=-\frac2{u(R)^2}\left(\frac1{c^2}-1\right). \tag{9}$$

The two $T$ terms cancel. With $c>0$, the difference vanishes if and only if $c=1$. Agreement of the energy derivatives at one exterior radius is thus a further equivalent of norm conservation. The fourth condition follows from the others: shape supplies $L$, and norm conservation supplies its slope.

In the hydrogen example, equation (8) gives the reference slope at $r_c$ as $-2(0.34895)/(0.43532)^2=-3.683$ in units of 1/(bohr hartree). Integrating the radial equation outward at energies $10^{-4}$ hartree above and below $\varepsilon$, and taking the difference quotient of $L$, also gives $-3.683$. The same procedure gives a slope error of $0.945$ for $\gamma=-2$ and $-2.947$ for $\gamma=1$. Relative to the size of the reference slope, these are errors of 26% and 80%. The norm-conserving case gives zero to the three decimals computed.

**Q.** Then the norm-conserving potential scatters correctly at all energies?

**A.** No. The value and slope of $L$ agree at $\varepsilon$, so a Taylor expansion of the error starts no earlier than second order in $E-\varepsilon$. Nothing here makes the second-order term vanish. Outward integration at $r_c$ gives these errors $L_w-L_u$, in 1/bohr:

| $E-\varepsilon$ (hartree) | norm-conserving | $\gamma=-2$ |
|---:|---:|---:|
| 0.01 | $-0.00015$ | 0.0100 |
| 0.02 | $-0.00065$ | 0.0213 |

When the energy shift is doubled from 0.0005 to 0.001 hartree, the error grows by a factor of 4.016 in the first case and 2.006 in the second. Those are the factors expected of quadratic and linear errors, up to higher-order terms. Between 0.01 and 0.02 hartree the norm-conserving error grows by about 4.4, so higher orders are already visible.

**Q.** One s state is thin evidence. Does a p state behave in the same way?

**A.** The proof holds for any $l$, but a second case shows what is particular to the first. For hydrogen 3p, with its node at 6 bohr and $r_c=10$ bohr, the same construction conserves the norm at $\gamma=1.78535$. The values $\gamma=-2$ and $\gamma=1$ give $c=1.0561$ and $c=1.0227$. Here $\gamma=1$ makes $c$ larger than one, whereas for 2s it made $c$ smaller. Equation (7) explains this: what matters is whether $\gamma$ lies below or above the norm-conserving value, and that value depends on the state and on $r_c$.

**Q.** Where would the equivalence break down?

**A.** Where one of its assumptions does. If the exterior shapes differ, no single $c$ exists. If the norms differ, equation (3) acquires the extra term found earlier. If the reference state is unbound, as is often chosen for unoccupied channels, there is no total norm at all. One can then scale $w$ to equal $u$ outside for every $\gamma$, while the inner charge $F(\gamma)$ still varies. The third condition becomes an independent demand, although equation (8) still makes it equivalent to matching the slope of $L$. The normalisation rule itself may also be changed. Suppose a method assigns an additional charge $q$ to the region inside $r_c$, so that the rule becomes $Q_w+q+c^2T=1$. Equal amplitudes, $c=1$, then require

$$Q_w(r_c)=1-T(r_c)-q=Q_u(r_c)-q .$$

The exterior function can be right while the charge of $w$ alone is not conserved. With the ordinary unit norm, $q=0$, and equal exterior amplitudes again mean equal inner charges.
